\section*{Adaptive Langevin dynamics: feedback friction against force noise of unknown size, part 1}

(Sections cited here and not found follow in the second part.)

\section{What dimensions and symmetry allow}

Let the force on a classical nucleus of mass $m$ carry a random error of variance $s^2$ per Cartesian component, drawn afresh at each step of length $h$, and let the target temperature be $kT=1/\beta$. Hartree atomic units are used. The combination $s^2/(m\,kT)$ has the dimension of a squared rate, so a friction built from $s$, $m$, $kT$ and $h$ alone is $h^{-1}$ times a function of $h^2s^2/(m\,kT)$. Independent errors add their variances and the heat they deposit, so at small $h$ the function is linear, and the friction that removes this heat is a pure number times $\beta hs^2/m$. The number is found below to be $\tfrac12$.

Symmetry adds a condition. The canonical factor $e^{-\beta K/2}$, with $K=p^TM^{-1}p$ twice the kinetic energy of $N$ momenta and $M$ the diagonal mass matrix, is invariant under rotations of the vector $M^{-1/2}p$. A scalar friction $-\xi p$ shares this invariance, so it can be expected to balance noise that is isotropic in the same vector, with covariance proportional to $M$. A force error of equal size on a light and a heavy atom is not of this kind.

\section{What goes wrong with a fixed friction}

Write the computed force as $-\nabla U(q)+\delta F$ with $\langle\delta F\rangle=0$ and $\langle\delta F\,\delta F^T\rangle=\Sigma$, independent between evaluations. A bias in the force, or memory between steps, lies outside the model. A Verlet-type step uses one force in the half kick that ends a step and in the half kick that opens the next, so the random impulse per step is $h\,\delta F$, with covariance $h^2\Sigma$. A time $t$ holds $t/h$ such impulses, of total covariance $h\Sigma t$. If each impulse is small against the thermal momentum, the sum acts as a Wiener process with diffusion matrix $h\Sigma$, which is held fixed in the continuous model; corrections in $h$ come in Section~\ref{sec:step}.

For one momentum under $dp=-U'dt-\gamma_Ap\,dt+\sqrt{D}\,dW$, It\^o's rule gives $d(p^2)=2p\,dp+D\,dt$, so the noise injects energy at the mean rate $D/2m$. Without friction ($\gamma_A=0$, $D=hs^2$) the energy grows without limit. Ordinary Langevin dynamics applies noise $2\gamma_A\,kT\,m$ matched to $\gamma_A$, but the true diffusion is $D=2\gamma_A\,kT\,m+hs^2$. This is the matched noise of a temperature $T_{\rm eff}$ defined by $D=2\gamma_A\,kT_{\rm eff}\,m$, and that temperature is sampled:
\begin{equation}
\frac{T_{\rm eff}}{T}=1+\frac{\gamma_F}{\gamma_A},\qquad \gamma_F=\frac{\beta hs^2}{2m}.
\end{equation}
A friction $\gamma_A+\gamma_F$ would cure this, but $s^2$ is unknown. What can be measured is $K$, and the error signal $K-NkT$ has zero mean in the target ensemble. Letting the friction integrate this signal, as in the Nos\'e--Hoover thermostat, while keeping the noise, gives the adaptive Langevin equations of Jones and Leimkuhler:
\begin{align}
dq&=M^{-1}p\,dt,\qquad dp=-\nabla U\,dt-\xi p\,dt+D^{1/2}dW,\nonumber\\
d\xi&=\mu^{-1}(K-NkT)\,dt,\qquad D=h\Sigma+2\gamma_A\,kT\,M.\label{eq:adl}
\end{align}
Here $\mu>0$ is a thermal inertia of dimension energy times time squared, and $\gamma_A\ge0$ now sets the applied noise alone. It is useful to define $\gamma_i=\beta D_{ii}/(2m_i)$ and the feedback rate $\nu$ by $\nu^2=NkT/\mu$.

\section{The stationary density}

The density $\rho(q,p,\xi)$ obeys $\partial_t\rho=L^*\rho$, where
\begin{equation}
L^*\rho=\sum_i\Big[-\frac{p_i}{m_i}\partial_{q_i}\rho+\partial_{p_i}\big((\partial_{q_i}U+\xi p_i)\rho\big)\Big]+\frac12\sum_{ij}D_{ij}\partial_{p_i}\partial_{p_j}\rho-\frac{K-NkT}{\mu}\partial_\xi\rho .
\end{equation}
Take $H=K/2+U$ with $e^{-\beta U}$ normalisable on a connected configuration space (free translations on a torus), and try $\rho=e^{-\beta H}g(\xi)$ with $g$ free. Put $v_i=p_i/m_i$ and $e_i=1-\beta p_i^2/m_i$, so that $\partial_{p_i}\rho=-\beta v_i\rho$ and $\partial_{q_i}\rho=-\beta\,\partial_{q_i}U\rho$. The two Hamiltonian terms give $+\beta v_i\partial_{q_i}U\rho$ and $-\beta v_i\partial_{q_i}U\rho$, and cancel. The friction term gives $\xi(\rho+p_i\partial_{p_i}\rho)=\xi e_i\rho$. A diagonal diffusion term gives $\tfrac12D_{ii}(\beta^2v_i^2-\beta/m_i)\rho=-\gamma_ie_i\rho$, and an off-diagonal one $\tfrac12\beta^2D_{ij}v_iv_j\rho$. Since $K-NkT=-kT\sum_ie_i$, the last term is $+(\beta\mu)^{-1}(g'/g)\sum_ie_i\,\rho$. Together,
\begin{equation}
\frac{L^*\rho}{\rho}=\sum_i\Big[\xi-\gamma_i+\frac{g'}{\beta\mu g}\Big]e_i+\frac{\beta^2}{2}\sum_{i\ne j}D_{ij}v_iv_j .\label{eq:res}
\end{equation}
The polynomials $e_i$ and $v_iv_j$ ($i<j$) are linearly independent, so a density of this form is stationary if and only if $D_{ij}=0$ for $i\ne j$ and every bracket vanishes. The bracket makes each $\gamma_i$ equal to $\xi+g'/(\beta\mu g)$, which depends on neither $i$ nor $q$, while $\gamma_i$ does not depend on $\xi$. All $\gamma_i$ therefore equal one constant, which means $D=\sigma^2M$ with constant $\sigma^2$. Integrating $g'/g=-\beta\mu(\xi-\hat\gamma)$ gives
\begin{equation}
\rho_*\propto\exp\Big[-\beta H-\frac{\beta\mu}{2}(\xi-\hat\gamma)^2\Big],\qquad\hat\gamma=\frac{\beta\sigma^2}{2}.\label{eq:star}
\end{equation}
Positions and momenta are canonical at the set temperature whatever $\sigma^2$ is, and the unknown variance has moved into the centre of a Gaussian. For equal masses and $\Sigma=s^2\mathbf 1$ one has $\sigma^2=hs^2/m+2\gamma_AkT$ and $\hat\gamma=\gamma_A+\gamma_F$. The friction does not come to rest at $\hat\gamma$. It fluctuates about it with variance $kT/\mu=\nu^2/N$, and it is negative with probability $\Phi(-\hat\gamma\sqrt{\beta\mu})$, $\Phi$ being the standard normal distribution function. It becomes sharp as $N\to\infty$ at fixed $\nu$, or as $\mu\to\infty$.

That no second stationary state competes follows from the relative entropy $S=\int\rho\ln f$, with $f=\rho/\rho_*$, for smooth positive densities that decay fast enough to integrate by parts. Let $L$ be the generator, the adjoint of $L^*$: the drifts of \eqref{eq:adl} times first derivatives, plus $\tfrac12\sum D_{ij}\partial_{p_i}\partial_{p_j}$. Because $\rho_*$ is fixed and $\int\partial_t\rho=0$, $\dot S=\int(L^*\rho)\ln f=\int\rho\,L\ln f$. The chain rule gives $L\ln f=Lf/f-|D^{1/2}\nabla_pf|^2/(2f^2)$, the second piece coming from the second derivative of the logarithm. With $\rho=f\rho_*$ the first piece integrates to $\int\rho_*Lf=\int fL^*\rho_*=0$, so
\begin{equation}
\dot S=-\frac12\int\rho\,\big|D^{1/2}\nabla_p\ln f\big|^2\le0 .\label{eq:ent}
\end{equation}
A stationary $\rho$ has $\dot S=0$, and for $\sigma>0$ its $f$ is then independent of $p$. In $L^*(f\rho_*)=0$ the terms with no derivative of $f$ sum to $fL^*\rho_*=0$, leaving $\sum_iv_i\partial_{q_i}f+\mu^{-1}(K-NkT)\partial_\xi f=0$ for all $p$. The terms linear in $p$ give $\nabla_qf=0$ and the quadratic ones $\partial_\xi f=0$, so $f$ is constant. This proves uniqueness in the stated class and a monotone entropy; it gives no rate. At $\sigma=0$ the equations are those of Nos\'e and Hoover, $S$ is constant and the argument says nothing, which is one reason to keep $\gamma_A>0$ when the force noise may be weak. The numerical check solves \eqref{eq:res} symbolically for a Gaussian $g$, finds no solution for equal noise on unequal masses, and obtains $-0.19885750$ in model units for both sides of \eqref{eq:ent} with a quartic oscillator and a correlated Gaussian trial density.

\section{What one friction can and cannot absorb}

Drop the condition $D\propto M$ and allow $D(q)$. Any stationary state with finite moments has $\langle L\phi\rangle=0$. For $\phi=\xi$ this gives $\langle K\rangle=NkT$. For $\phi=H+\mu\xi^2/2$ the Hamiltonian drift leaves $H$ unchanged, the friction gives $-\xi\sum_ip_iv_i=-\xi K$, the diffusion $\tfrac12\sum_iD_{ii}/m_i$, and the feedback $\mu\xi\,(K-NkT)/\mu$. The terms $\xi K$ cancel, so $L\phi=\tfrac12{\rm tr}\,M^{-1}D-NkT\xi$ and
\begin{equation}
\langle\xi\rangle=\frac{\beta\,\langle{\rm tr}\,M^{-1}D\rangle}{2N}=\frac1N\sum_i\langle\gamma_i\rangle .\label{eq:mean}
\end{equation}
This holds for every $\mu$ and $U$ that admit such a state. A steady mean friction and a correct total kinetic temperature are thus present whether or not the ensemble is canonical, and they cannot serve as evidence that it is.

A diatomic molecule shows the failure in closed form. Let both atoms have independent noise $s^2$ per component, and let many noninteracting molecules share one $\xi$ with $\nu^2/N\to0$, so that $\xi$ is constant. Define $P=p_1+p_2$, $\pi=(m_1p_2-m_2p_1)/M_t$, $M_t=m_1+m_2$ and $m_r=m_1m_2/M_t$; then $K=P^2/M_t+\pi^2/m_r$ per molecule. The friction acts as $-\xi P$ and $-\xi\pi$, and the bond force enters the equation of $\pi$ alone. Variances of independent noises add with squared coefficients. The applied noise gives $2\gamma_AkT\,M_t$ for $P$ and $2\gamma_AkT(m_1^2m_2+m_2^2m_1)/M_t^2=2\gamma_AkT\,m_r$ for $\pi$; the force noise gives $2hs^2$ and $hs^2(m_1^2+m_2^2)/M_t^2$. Multiplying by $\beta/2$ over the mass of each motion,
\begin{equation}
\gamma_{\rm com}=\gamma_A+\frac{\beta hs^2}{M_t},\qquad\gamma_{\rm rel}=\gamma_A+\frac{\beta hs^2(m_1^2+m_2^2)}{2m_1m_2M_t}.\label{eq:modes}
\end{equation}
The two noises are correlated when $m_1\ne m_2$, but each motion taken alone obeys a closed Langevin equation, so its marginal is canonical at $T_{\rm mode}/T=\gamma_{\rm mode}/\xi$ for any bond potential whose Boltzmann factor is normalisable at $T_{\rm rel}$. The condition $\langle K\rangle=3kT(\gamma_{\rm com}+\gamma_{\rm rel})/\xi=6kT$ gives $\xi=\bar\gamma=(\gamma_{\rm com}+\gamma_{\rm rel})/2$. The force-noise parts sum to $\beta hs^2(2m_1m_2+m_1^2+m_2^2)/(2m_1m_2M_t)=\tfrac12\beta hs^2(1/m_1+1/m_2)$, so $\bar\gamma=(\gamma_1+\gamma_2)/2$, in accord with \eqref{eq:mean}. The difference $\gamma_{\rm rel}-\gamma_{\rm com}=\beta hs^2(m_1-m_2)^2/(2m_1m_2M_t)$ is positive for unequal masses: the internal motion runs hot and the translation cold. It does not contain $\gamma_A$, while $\bar\gamma$ does, so applied noise dilutes the error without removing it.

The repair is one friction $\xi_a$ per group $a$ of momenta, driven by $(K_a-N_akT)/\mu_a$. With $\rho=e^{-\beta H}\prod_ag_a(\xi_a)$ the steps to \eqref{eq:res} repeat with $\xi_a$, $\mu_a$ and $g_a$ in the bracket of each $i\in a$. The density is stationary when $D$ is diagonal and constant with $\gamma_i=\hat\gamma_a$ throughout each group, and the $\xi_a$ are independent Gaussians of variance $kT/\mu_a$. The off-diagonal term of \eqref{eq:res} is untouched by grouping the atomic momenta $p_i$. Force errors that sum to zero over the atoms are correlated between atoms, and errors whose size depends on $q$ make $\gamma_i$ vary; in both cases the product form with groups of atomic momenta is not stationary. A constant correlation can sometimes be removed by a change of momenta. For a diatomic with $\delta F_2=-\delta F_1$ and constant variance $s^2$ per component, $P$ receives no force noise and $\pi$ receives $(m_1+m_2)\delta F_2/M_t=\delta F_2$, while the applied noises of $P$ and $\pi$ are uncorrelated. Then $D$ is diagonal in $(P,\pi)$, and one friction on $P$ and one on $\pi$ give the product form with centres $\gamma_A$ and $\gamma_A+\beta hs^2/(2m_r)$.

One adaptive friction gives canonical sampling without knowledge of the noise variance when the noise covariance is constant and proportional to the mass matrix; for other noise, separate frictions help only in some cases. It remains to find how the friction approaches its mean, to give the algorithm and its errors at finite step, and to test the results on LiF molecules.
